# Energy drift and time reversibility of the ETRS and AETRS propagators, part 2

We study the energy error of propagators for $i\dot P=[H(P),P]$, $dE=\operatorname{Tr}H\,dP$, with $P$ the density matrix and $E(P)$ an adiabatic energy functional. Hartree atomic units and a finite orthonormal basis are used, with no driving after $t=0$. For a closed shell $P$ belongs to one spin and every trace carries a factor 2. One step of length $h$ is $P_{n+1}=UP_nU^\dagger$ with

$$U=e^{-ih\tilde H/2}\,e^{-ihH_n/2},\qquad H_n=H(P_n). \tag{1}$$

Enforced time-reversal symmetry (ETRS) takes $\tilde H=H_{n+1}$, solved by fixed-point iteration. The extrapolated form (AETRS) takes $\tilde H=2H_n-H_{n-1}$. One corrector takes $\tilde H=H(P^{\rm pred})$, with $P^{\rm pred}$ the AETRS result.

Dots denote derivatives along the exact flow, whose propagator over one step is $U_{\rm ex}$. The local error is

$$UU_{\rm ex}^\dagger=1-ih^3K+O(h^4),\qquad K=a\ddot H+\tfrac{i}{24}[H,\dot H],\qquad a_{\rm E}=\tfrac1{12}. \tag{4}$$

This is for ETRS; AETRS has $a_{\rm A}=-\frac5{12}$. An AETRS step forward and then back leaves the defect

$$U_{\rm back}U_{\rm fwd}=1-h^4\left(\tfrac i2\dddot H+\tfrac14[H,\ddot H]\right)+O(h^5). \tag{7}$$

Define $Q=\operatorname{Tr}\dot H\dot P$, $T=\operatorname{Tr}\ddot H\dot P$, $C=T-\operatorname{Tr}\dot H\ddot P$, $R=\operatorname{Tr}\ddot H\ddot P$ and $S=i\operatorname{Tr}\ddot H[\dot H,P]$. After $N$ steps, at $t_f=Nh$, $E_N-E_0=\mathcal Ah^2+\mathcal Bh^3+O(h^4)$ with

$$\begin{aligned}\text{ETRS:}\quad&\mathcal A=-\tfrac1{16}\Delta Q-\tfrac1{48}\textstyle\int C,&&\mathcal B=0,\\ \text{corrector:}\quad&\mathcal A\ \text{as for ETRS},&&\mathcal B=\tfrac14\textstyle\int S,\\ \text{AETRS:}\quad&\mathcal A=\tfrac3{16}\Delta Q+\tfrac{11}{48}\textstyle\int C,&&\mathcal B=-\tfrac14\Delta T+\tfrac18\textstyle\int(3R+S).\end{aligned}\tag{8}$$

Here $\Delta Q$ and $\Delta T$ are changes over the run, and integrals run over time from 0 to $t_f$. $\Delta Q$ and $\Delta T$ stay bounded, and $C$ is cubic in the excitation amplitude and vanishes for a quadratic functional. The AETRS energy then drifts at the rate $h^3\langle3R+S\rangle/8$, with $\langle\cdot\rangle$ the time average. $S$ vanishes when the time-dependent parts of $H$ commute.

### Linear response

Take a real closed-shell ground state with orbital energies $\varepsilon$, a real kernel $f_{xc}$, and $P_{ai}=x_{ai}+iy_{ai}$ for virtual $a$ and occupied $i$. The density change is $\delta n=2\sum(P_{bj}+P_{jb})\phi_b\phi_j=4\sum x_{bj}\phi_b\phi_j$, so $\delta H_{ai}=(\mathcal Kx)_{ai}$ with $\mathcal K_{ai,bj}=4[(ai|bj)+\int\phi_a\phi_if_{xc}\phi_b\phi_j]$. The linearised equation is $i\dot P_{ai}=\Delta_{ai}P_{ai}+\delta H_{ai}$, $\Delta_{ai}=\varepsilon_a-\varepsilon_i$, or $\dot x=\Delta y$, $\dot y=-(\Delta+\mathcal K)x$. Idempotency moves the weight $|P_{ai}|^2$ from $i$ to $a$, which costs $2\sum\Delta|P_{ai}|^2$, and the second-order term $\frac12\cdot2\operatorname{Tr}\delta H\delta P$ is $2x^T\mathcal Kx$. The excitation energy is $2[y^T\Delta y+x^T(\Delta+\mathcal K)x]$, and in the same way $R=4\ddot x^T\mathcal K\ddot x$. At second order in the amplitude $S=0$, because the commutator of the real symmetric $\ddot H$ and $\dot H$ is antisymmetric and the ground-state $P$ is symmetric.

With $x=\Delta^{1/2}u$ the equation becomes $\ddot u=-\Omega_{\rm C}u$, where the Casida matrix $\Omega_{\rm C}=\Delta^2+\Delta^{1/2}\mathcal K\Delta^{1/2}$ has eigenvectors $F_m$ and eigenvalues $\omega_m^2$, and the energy is $2[\dot u^T\dot u+u^T\Omega_{\rm C}u]$. For $u=a_mF_m\sin\omega_mt$ one finds $E_m=2a_m^2\omega_m^2$ and $\langle R\rangle=2\omega_m^4a_m^2k_m$, with $k_m=F_m^T\Delta^{1/2}\mathcal K\Delta^{1/2}F_m=\omega_m^2-F_m^T\Delta^2F_m$. Cross terms between modes oscillate at sum and difference frequencies and average out over times long against the inverse spacings. Dividing $\frac38h^3\langle R\rangle$ by $E_m$,

$$\gamma_m=\tfrac38h^3\omega_m^2\left(\omega_m^2-F_m^T\Delta^2F_m\right). \tag{9}$$

The energy of a nondegenerate mode varies as $e^{\gamma_mt}$ for $h\omega_m\ll1$. It grows where the kernel is repulsive on the mode and decays where it is attractive, and it is linear in time only while $|\gamma_m|t\ll1$.

A single pair can be solved without (8). Let $p=x+iy$, $\mathcal K=\kappa$, $r=\kappa/\Delta$, $\theta=\Delta h/2$, $\omega^2=\Delta(\Delta+\kappa)$. A half step with frozen $x$ maps $p\to e^{-i\theta}p-r(1-e^{-i\theta})x$, so the full step is $p_{n+1}=e^{-2i\theta}p_n-r(1-e^{-i\theta})(e^{-i\theta}x_n+\tilde x)$. Insert $p_n,p_n^*\propto\zeta^n$ as independent unknowns and $\tilde x=wx_n$. Then $p=-rx[\mu+w\nu]/(\zeta-e^{-2i\theta})$ with $\mu=e^{-i\theta}-e^{-2i\theta}$, $\nu=1-e^{-i\theta}$, and $p^*$ has the conjugate coefficients. Impose $2x=p+p^*$ and clear denominators. With $c_j=\cos j\theta$, the real parts needed are $c_1-c_2$ for $\mu$, $c_1-1$ for $\mu e^{2i\theta}$, $1-c_1$ for $\nu$ and $c_2-c_1$ for $\nu e^{2i\theta}$, so

$$\zeta^2-2c_2\zeta+1+r[\zeta(c_1-c_2)+1-c_1]+rw[\zeta(1-c_1)+c_1-c_2]=0 .$$

For ETRS $w=\zeta$ and the equation is palindromic: $\zeta=e^{\pm i\phi}$ with $\cos\phi=[c_2-r(c_1-c_2)]/[1+r(1-c_1)]\approx1-2(1+r)\theta^2$. Thus $\phi\approx\omega h$, and $|\zeta|=1$ exactly as long as this cosine lies in $[-1,1]$. For AETRS $w=2-1/\zeta=\zeta-d$ with $d=\zeta+1/\zeta-2$. Division by $\zeta$ leaves $[1+r(1-c_1)](\zeta+1/\zeta)-\text{real}=rd[1-c_1+(c_1-c_2)/\zeta]$. For $\zeta=e^{\sigma+i\phi}$ the imaginary part is $2\sigma\phi$ on the left and $r(-\phi^2)(\frac32\theta^2)(-\phi)$ on the right, to leading order. Hence $\sigma=\frac34r\theta^2\phi^2=\frac3{16}\kappa\Delta\omega^2h^4$, and $2\sigma/h$ is (9) with $k=\kappa\Delta$. Reversing $h$ and conjugating $p$ maps the linearised step into itself, for any number of pairs, so $\ln|\zeta|$ is even in $h$ and the relative correction to (9) is $O(h^2)$. Multiplied by $\zeta$, the AETRS equation is a monic cubic with constant term $-r(c_1-c_2)$, so the parasitic root is about $\frac32r\theta^2$, of order $h^2$ in this model.

For one corrector the real part of the step gives $\zeta=w-r(1-c_1)\,[w-(\zeta-d)]$, so $w\approx\zeta+r(1-c_1)d$. The AETRS rate is multiplied by $-r\theta^2/2=-kh^2/8$, a rate of order $h^5$ and, since $\gamma\propto k$, a damping for either sign of the kernel.

### Tests on models

The numerical check tests these results against an accurate integration of the exact flow. The model has four sites and two particles, hopping 1 Ha, a Hartree interaction of strength 1.5 Ha, a Fock-type term with weight $\lambda=0.7$, a cubic local term of strength 1.2 Ha, and random complex initial orbitals. After one Richardson step the local error matches (4) to $1.5\times10^{-4}$ (ETRS) and $7\times10^{-5}$ (AETRS) relative to the norm of $K$, and the defect matches (7) to $2.8\times10^{-4}$ relative to its norm. The global orders at $t_f=2$ are 2.000, 1.995 and 1.991 for ETRS, AETRS and the corrector. The AETRS round-trip error in Frobenius norm falls from $6.33\times10^{-6}$ (160 steps) to $7.91\times10^{-7}$ (320 steps), order 3.001, against $3\times10^{-14}$ for ETRS.

For the energy, the exact trajectory gives $\Delta Q=3.09241$, $\Delta T=-9.15964$, $\int C=-0.00818$, $\int R=-10.04983$, $\int S=2.94166$ in atomic units. For AETRS, $\mathcal A=0.57983-0.00187\approx0.57795$ and $\mathcal B=2.28991+(-30.14949+2.94166)/8=-1.11107$. The value extrapolated from $(E_N-E_0-\mathcal Ah^2)/h^3$ at 160, 320 and 640 steps is $-1.11107$. The corrector gives $2.94166/4=0.73542$ both ways, and ETRS gives zero to five decimals. The test demands agreement within 5% of $\int S/8$, or 0.018. An error $\eta$ in $\mathcal A$ would shift the extrapolated $\mathcal B$ by $7\eta/h$ with $h=0.0125$, which is 0.095 if the ETRS term $\int C/48$ were dropped, so $C$ is resolved too. Here $\int R$ is negative, and the AETRS term $\frac18h^3\int(3R+S)$ lowers the energy. With $\lambda=0$ the potential is local, $\int R=26.24757$, and $\mathcal B$ is 12.41495 (formula) against 12.41494 (measured) for AETRS and $10^{-5}$ for the corrector.

For the pair with $\Delta=1$ Ha and $h=0.05$, (9) gives $\frac38(1.25\times10^{-4})(0.8)(1.8)=6.750\times10^{-5}$ per atomic unit of time (a.u.) at $\kappa=0.8$ Ha, and the eigenvalues of the step matrix give $6.757\times10^{-5}$. At $\kappa=-0.5$ Ha the values are $-1.172\times10^{-5}$ and $-1.170\times10^{-5}$. The parasitic roots have moduli $7.5\times10^{-4}$ and $4.7\times10^{-4}$, equal to $\frac32|r|\theta^2$ at $\theta=0.025$.

### Worked example: LiH after a kick

LiH at 3.0 bohr is treated in the adiabatic local density approximation (Slater exchange, VWN correlation) in the 6-31G basis. A kick $P\to e^{-i\eta z}Pe^{i\eta z}$ with $\eta=0.005$ bohr$^{-1}$ along the bond preserves the axial symmetry, so the 7 functions of $\sigma$ symmetry suffice, giving 2 occupied and 5 virtual orbitals and 10 modes. On a fixed grid $H$ is the exact derivative of the discretised $E$, so the theory applies as long as the density stays positive at the grid points. The ground state has $E=-7.9102$ Ha and occupied levels $-1.8273$ and $-0.1634$ Ha. The kick sets $x=0$, $y_{ai}=-\eta z_{ai}$, so $\dot u(0)=\Delta^{1/2}y$ and $E_m=2(F_m^T\Delta^{1/2}y)^2$. These sum to $2.775\times10^{-5}$ Ha, equal to the absorbed energy computed from the functional. The frequencies are tested against the pyscf response matrices. All digits below refer to a grid of 40 radial and 110 angular points per atom. With 90 and 302 points the ground-state energy, the occupied levels and the absorbed energy keep the digits shown, while $\omega_5$ moves from 1.25404 to 1.25373 Ha and $\sum\gamma_mE_m/h^3$ from $5.231\times10^{-7}$ to $5.226\times10^{-7}$.

For mode 5, $\omega=1.25404$ Ha and $(F^T\Delta^2F)^{1/2}=1.17534$ Ha give $k=1.57262-1.38142\approx0.1912$ Ha$^2$ and $\gamma/h^3=\frac38(1.57262)(0.1912)=0.1128$. With $E_5=2.174\times10^{-6}$ Ha, $\gamma E/h^3=2.451\times10^{-7}$. In this basis all ten $\gamma_m$ are positive (larger bases also have excited modes with $\gamma_m<0$, for example 2 of 14 in cc-pVDZ and 8 of 28 in cc-pVTZ), and $\sum\gamma_mE_m/h^3=5.231\times10^{-7}$. Mode 4 at 0.428 Ha holds 61% of the energy and supplies 9% of this sum, while mode 5 holds 8% and supplies 47%. Modes 6 to 10 have $(F^T\Delta^2F)^{1/2}$ about 1.66 Ha above modes 1 to 5, the spacing of the occupied levels, which identifies them as excitations from the Li core. They hold 16% of the energy and supply 45%. The drift is thus set by weakly excited fast modes. Modes 2 to 10 lie above $-\varepsilon_{\rm HOMO}=0.163$ Ha, the ionisation threshold of this functional, so they are the basis-set representation of a continuum, and mode 1 supplies only $2\times10^{-5}$ of the sum. The drift is therefore not a converged property of LiH. The sum $\sum\gamma_mE_m/h^3$ is $6.2\times10^{-7}$ in cc-pVDZ, $1.5\times10^{-6}$ in 6-311G and $1.05\times10^{-5}$ in cc-pVTZ, where the absorbed energy is $3.9\times10^{-5}$ Ha and the ground-state energy $-7.918$ Ha. With core-valence functions on Li (cc-pCVTZ) it reaches $4.9\times10^{-4}$, dominated by a mode at 19.6 Ha for which $h\omega\ll1$ fails at the steps used here. All LiH values below belong to the 6-31G basis.

The runs last 120 a.u., or 2.90 fs. The measured slope is a least-squares fit to $E_n$ after subtraction of $\frac3{16}h^2Q-\frac14h^3T$, obtained by central differences along the run. The predicted slope is the same fit to $\frac38h^3\int R$ built from the Casida modes, with cross terms and the factors $e^{\gamma_mt/2}$ in the amplitudes.

| $h$ (a.u.) | measured (Ha/a.u.) | predicted (Ha/a.u.) | $\sum\gamma_mE_m$ (Ha/a.u.) |
|---|---|---|---|
| 0.1 | $5.223\times10^{-10}$ | $5.239\times10^{-10}$ | $5.231\times10^{-10}$ |
| 0.2 | $4.274\times10^{-9}$ | $4.334\times10^{-9}$ | $4.185\times10^{-9}$ |

Relative to $\sum\gamma_mE_m$ the deviations are $-0.30\%$ and $-1.44\%$, and extrapolation in $h^2$ leaves $+0.08\%$. At $h=0.2$ the fastest mode has $h\omega=0.57$. The measured slopes have the ratio 8.18 rather than 8. The reason is the exponential growth: at $h=0.2$ mode 5 has $1/\gamma=1109$ a.u. (26.8 fs), so $\gamma t_f=0.11$ and its mean slope rises by about $\gamma t_f/2$, or 5%. The prediction, which includes this growth, has the ratio 8.27, and the $h^2$ deviation lowers it. At $h=0.1$ the full law (8), evaluated along the run, follows $E_n$ within $5.9\times10^{-11}$ Ha, 0.09% of the final change $6.26\times10^{-8}$ Ha. The averages there are $R=1.42\times10^{-6}$, $S=1.4\times10^{-11}$, $C=1.2\times10^{-11}$, so the term $\frac{11}{48}h^2C=3\times10^{-14}$ is negligible beside $\frac38h^3R=5.3\times10^{-10}$ at this kick strength.

At $h=0.2$ the AETRS drift is $4.2735\times10^{-9}\times27.21139/0.024189=4.81\times10^{-6}$ eV/fs, or 0.64% of the absorbed energy per femtosecond. Converged ETRS has a slope of $-2\times10^{-14}$ Ha/a.u. after removal of $-h^2Q/16$. Its largest excursion, $7.9\times10^{-9}$ Ha, is close to one third of the AETRS oscillation $2.39\times10^{-8}$ Ha, as the coefficients $\frac1{16}$ and $\frac3{16}$ imply. One corrector leaves $-3.2\times10^{-12}$ Ha/a.u., 0.08% of the AETRS sum in size and opposite in sign. The term $h^3S/4$, about $3\times10^{-14}$ if $S$ keeps the average found at $h=0.1$, does not account for it. The single-pair factor $-kh^2/8$ applied to mode 5 gives $-(0.1912)(0.005)(1.96\times10^{-9})=-1.9\times10^{-12}$, of the observed sign and size. The factor was derived for one pair and not for coupled modes, so this is an estimate of magnitude and does not account for the whole residue. A round trip of 100 steps each way at $h=0.2$ misses the initial density matrix by $2.9\times10^{-5}$ in Frobenius norm for AETRS and by $1.7\times10^{-12}$ for ETRS, whose reversibility is limited by the tolerance of the fixed-point iteration and by rounding.

## Computed results

```
model: hop=1.0 U=1.5 lambda=0.7 g=1.2 sites=[ 0.   0.5 -0.3  0.8] Ha, T=2.0 au
local error etrs: |K|=0.55549 Ha^3, relative mismatch 1.5e-04
local error aetrs: |K|=2.42404 Ha^3, relative mismatch 7.2e-05
reversal defect at t=0.5: norm/h^4=4.53486 Ha^4, relative mismatch 2.8e-04
lambda=0.7: dQ=3.09241 dT=-9.15964 intC=-0.00818 intR=-10.04983 intS=2.94166 au
  etrs: A=-0.19311 B formula=0.00000 B measured=0.00000 au, global order 2.000
  aetrs: A=0.57795 B formula=-1.11107 B measured=-1.11107 au, global order 1.995
  corr: A=-0.19311 B formula=0.73542 B measured=0.73542 au, global order 1.991
lambda=0.0: dQ=3.43691 dT=-10.28844 intC=0.01169 intR=26.24757 intS=0.00000 au
  aetrs: A=0.64710 B formula=12.41495 B measured=12.41494 au, global order 2.001
  corr: A=-0.21505 B formula=0.00000 B measured=0.00001 au, global order 2.000
round trip: aetrs 6.331e-06 (N=160) 7.911e-07 (N=320) order 3.001
round trip: etrs 3.4e-14 (N=160)
pair D=1.0 kappa=0.8 h=0.05: gamma eig=6.75693e-05 formula=6.75000e-05 1/au, parasitic 7.5e-04
pair D=1.0 kappa=-0.5 h=0.05: gamma eig=-1.17023e-05 formula=-1.17188e-05 1/au, parasitic 4.7e-04
LiH R=3.0 bohr, kick=0.005 1/bohr, T=120.0 au, 7 sigma functions, 1299 grid points
E ground=-7.910219 Ha, occupied eps=-1.82730 -0.16342 Ha
E absorbed=2.77502e-05 Ha, sum of mode energies=2.77502e-05 Ha
mode: omega/Ha, <Delta^2>^(1/2)/Ha, E_m/Ha, gamma/h^3 (au), gamma E_m/h^3 (au)
  1: 0.12275 0.12057 3.181e-06 2.9880e-06 9.5035e-12
  2: 0.25604 0.24578 7.379e-07 1.2659e-04 9.3411e-11
  3: 0.28831 0.28763 1.846e-07 1.2227e-05 2.2572e-12
  4: 0.42804 0.38059 1.698e-05 2.6358e-03 4.4747e-08
  5: 1.25404 1.17534 2.174e-06 1.1275e-01 2.4512e-07
  6: 1.78730 1.77745 6.831e-07 4.2058e-02 2.8730e-08
  7: 1.90111 1.90020 4.216e-07 4.6868e-03 1.9760e-09
  8: 1.96451 1.95425 1.526e-06 5.8218e-02 8.8826e-08
  9: 2.05265 2.04320 1.816e-06 6.1137e-02 1.1100e-07
  10: 2.84435 2.84137 5.070e-08 5.1405e-02 2.6064e-09
sum gamma E/h^3=5.2311e-07 au, sum of moduli=5.2311e-07 au
aetrs h=0.1: slope raw=5.2293e-10 smoothed=5.2232e-10 Casida=5.2388e-10 Ha/au
  sum gamma E=5.2311e-10 Ha/au, dE(end)=6.2563e-08, max|osc|=5.76e-09 Ha
  mean R=1.4190e-06 S=1.37e-11 C=1.22e-11 au, law residual 5.9e-11 Ha
aetrs h=0.2: slope raw=4.2792e-09 smoothed=4.2735e-09 Casida=4.3335e-09 Ha/au
  sum gamma E=4.1849e-09 Ha/au, dE(end)=5.1618e-07, max|osc|=2.39e-08 Ha
relative deviation h=0.1 -0.0030, h=0.2 -0.0144, extrapolated 0.0008
slope ratio h=0.2/h=0.1: 8.182
corr h=0.2: slope smoothed=-3.19e-12 Ha/au, max|dE|=8.15e-09 Ha
etrs h=0.2: slope smoothed=-1.75e-14 Ha/au, max|dE|=7.86e-09 Ha
LiH round trip h=0.2, 100 steps: aetrs 2.853e-05, etrs 1.7e-12 (Frobenius norm)
1 au of time=0.024189 fs, 1 Ha=27.21139 eV
aetrs h=0.2 drift=4.8075e-06 eV/fs, fraction of absorbed energy per fs=6.3665e-03
fastest mode 5, h=0.2: 1/gamma=1.1086e+03 au = 2.6817e+01 fs
```
